# Surface oxidation at zero temperature: phase diagram from an envelope of lines: a numerical check

```python
"""Zero-temperature surface phase diagram for oxygen on a metal.

Result under test: the phases on the lower envelope of the lines
g_i(mu) = e_i - theta_i*mu are the vertices of the lower convex hull of the
points (theta_i, e_i), and the transitions in mu are the hull slopes.
theta : oxygen atoms per surface site
e     : formation energy, eV per site (clean surface, bulk metal, half O2)
mu    : oxygen chemical potential, eV per atom, from half an O2 molecule
H     : formation energy of bulk oxide, eV per O atom; it ends the diagram
Energies are exact fractions, so that ties are decided without rounding.
"""
import random
from fractions import Fraction as F
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, linprog
from scipy.spatial import ConvexHull
from scipy.special import logsumexp

INF = float("inf")
BIND, V1, V2 = F(3, 2), F(1, 5), F(3, 100)
OXIDE = (F(5, 4), F(-1325, 1000))
H = F(-85, 100)
KB = sc.k / sc.e
random.seed(4)
rng = np.random.default_rng(4)


def lower_envelope(points, log=None):
    """Return the phases by rising coverage and the mu where each begins."""
    phases, starts = [], []
    for theta, e in sorted(set(points)):
        if phases and theta == phases[-1][0]:
            continue
        start = -INF
        while phases:
            start = (e - phases[-1][1]) / (theta - phases[-1][0])
            remove = start <= starts[-1]
            if log is not None:
                log.append((theta, phases[-1][0], start, remove))
            if not remove:
                break
            phases.pop()
            starts.pop()
        phases.append((theta, e))
        starts.append(start)
    return phases, starts


def hull_energy(theta, phases, starts, mu_max):
    """Hull energy as the largest G(mu) + theta*mu with mu <= mu_max."""
    mus = [m for m in starts[1:] if m < mu_max] + [mu_max]
    return max(min(e - t * m for t, e in phases) + theta * m for m in mus)


def margin(phase, points, mu_max):
    """Energy by which a phase lies below the hull of all the others."""
    rest = lower_envelope([p for p in points if p != phase])
    return hull_energy(phase[0], *rest, mu_max) - phase[1]


def enumerate_cell(rows, cols):
    """All occupations of a periodic triangular cell, grouped by bond counts."""
    sites = rows * cols
    states = np.arange(2**sites)
    occ = np.array([(states >> s) & 1 for s in range(sites)], dtype=np.int8)
    index = np.arange(sites).reshape(rows, cols)

    def bonds(vectors):
        total = np.zeros(len(states), dtype=np.int64)
        for vector in vectors:
            partner = np.roll(index, vector, axis=(0, 1)).ravel()
            total += (occ & occ[partner]).sum(axis=0, dtype=np.int64)
        return total

    first = bonds([(1, 0), (0, 1), (1, -1)])
    second = bonds([(1, 1), (2, -1), (1, -2)])
    number = occ.sum(axis=0, dtype=np.int64)
    key, count = np.unique((number * 1000 + first) * 1000 + second,
                           return_counts=True)
    return sites, key // 10**6, key // 1000 % 1000, key % 1000, count


def cell_points(cell):
    sites, number, first, second, _ = cell
    return {(F(int(n), sites),
             (-BIND * int(n) + V1 * int(a) + V2 * int(b)) / sites)
            for n, a, b in zip(number, first, second)}


# Random sets with many ties: algorithm against the pairwise inequalities
for trial in range(300):
    pts = list({(F(random.randint(0, 8), 8), F(random.randint(-12, 3), 10))
                for _ in range(random.randint(3, 20))})
    log = []
    phases, starts = lower_envelope(pts, log)
    windows = {}
    for t, e in pts:
        if any(u == t and f < e for u, f in pts):
            continue
        low = max([(e - f) / (t - u) for u, f in pts if u < t], default=-INF)
        high = min([(f - e) / (u - t) for u, f in pts if u > t], default=INF)
        if low < high:
            windows[(t, e)] = (low, high)
    assert windows == dict(zip(phases, zip(starts, starts[1:] + [INF])))
    distinct = len({t for t, _ in pts})
    assert len(log) <= max(0, 2 * distinct - 3)
    for k in range(1, len(phases) - 1):
        a, c, b = phases[k - 1][0], phases[k][0], phases[k + 1][0]
        chord = (starts[k + 1] - starts[k]) * (c - a) * (b - c) / (b - a)
        assert 0 < margin(phases[k], pts, F(10**6)) <= chord

# Random generic sets: algorithm against Qhull vertices
for trial in range(50):
    cloud = rng.random((40, 2))
    hull = ConvexHull(cloud)
    lower = np.unique(hull.simplices[hull.equations[:, 1] < 0])
    phases, _ = lower_envelope([tuple(map(float, p)) for p in cloud])
    assert np.allclose(np.sort(cloud[lower, 0]), [p[0] for p in phases])

# Candidates of the example
cell44, cell36 = enumerate_cell(4, 4), enumerate_cell(3, 6)
points44 = cell_points(cell44) | {OXIDE}
points = points44 | cell_points(cell36)
phases, starts = lower_envelope(points)

# Short list of ordered structures, compared with bond counts made by hand
repulsion = {F(0): F(0), F(1, 4): F(0), F(1, 3): V2, F(1, 2): (V1 + V2) / 2}
for t in (F(1, 3), F(1, 4), F(0)):
    repulsion[1 - t] = repulsion[t] + 3 * (V1 + V2) * (1 - 2 * t)
short = []
for t in sorted(repulsion):
    lowest = min(e for u, e in points if u == t)
    assert lowest == -BIND * t + repulsion[t]
    short.append((t, lowest))
short.append(OXIDE)
trace = []
assert lower_envelope(short, trace) == (phases, starts)

# The claimed phase is the minimum over every candidate at any mu
for _ in range(60):
    mu = F(random.randint(-2000, 0), 1000)
    current = [p for p, s in zip(phases, starts) if s <= mu][-1]
    assert current[1] - current[0] * mu == min(e - t * mu for t, e in points)

# Qhull slopes of the full list, where many points are collinear
hull = ConvexHull(np.array([[float(t), float(e)] for t, e in points]))
eq = hull.equations[hull.equations[:, 1] < -1e-9]
slopes = -eq[:, 0] / eq[:, 1]
breaks = np.array([float(s) for s in starts[1:]])
gap = abs(slopes[:, None] - breaks[None, :])
assert gap.min(axis=0).max() < 1e-9 and gap.min(axis=1).max() < 1e-9

# Hull energy by linear programming: a mixture of phases plus bulk oxide
best = {}
for t, e in points:
    best[t] = min(e, best.get(t, e))
cost = [float(e) for e in best.values()] + [float(H)]
balance = [[1.0] * len(best) + [0.0], [float(t) for t in best] + [1.0]]
for t in (F(1, 10), F(2, 5), F(2, 3), F(3, 4), F(1), F(5, 4), F(2)):
    mix = linprog(cost, A_eq=balance, b_eq=[1.0, float(t)], method="highs")
    assert mix.success
    assert abs(mix.fun - float(hull_energy(t, phases, starts, H))) < 1e-7

# Margins and their meaning under independent energy errors
stable = [(p, s) for p, s in zip(phases, starts) if s < H]
assert stable[-1][0] == OXIDE
margins = {p[0]: margin(p, short, H) for p, _ in stable[1:]}
for k in range(1, len(stable) - 1):
    a, c, b = (stable[j][0][0] for j in (k - 1, k, k + 1))
    width = stable[k + 1][1] - stable[k][1]
    assert margins[c] == width * (c - a) * (b - c) / (b - a)
weakest = min(margins, key=margins.get)
delta = margins[weakest] * F(48, 100)
names = {p[0] for p, _ in stable}
for _ in range(300):
    shaken = [(t, e + random.choice((-1, 1)) * delta) for t, e in short]
    new, begin = lower_envelope(shaken)
    assert names <= {p[0] for p, s in zip(new, begin) if s < H}
delta_bad = margins[weakest] * F(52, 100)
shaken = [(t, e + (delta_bad if t == weakest else -delta_bad))
          for t, e in short]
assert weakest not in {p[0] for p in lower_envelope(shaken)[0]}

# Thick oxide films with energy H*theta + c
film_c, c_surface = F(5, 100), OXIDE[1] - H * OXIDE[0]
film_starts = {}
for thickest in (10, 100, 1000):
    films = [(F(t), H * t + film_c) for t in range(2, thickest + 1)]
    new, begin = lower_envelope(short + films)
    assert new[-1][0] == thickest and new[-2] == OXIDE
    assert begin[-1] == H + (film_c - c_surface) / (thickest - OXIDE[0])
    film_starts[thickest] = float(begin[-1])
wet_c = F(-30, 100)
wet = [(F(t), H * t + wet_c) for t in range(2, 50)]
new, begin = lower_envelope(short + wet)
wet_start = dict(zip(new, begin))[wet[0]]
assert wet_c < c_surface and wet_start < H

# Further cell shapes: do they lower the grand potential?
wider = set(points)
for shape in ((2, 5), (2, 7), (3, 5), (4, 3)):
    wider |= cell_points(enumerate_cell(*shape))
wide_phases, wide_starts = lower_envelope(wider)
lowering = max(min(e - t * m for t, e in phases)
               - min(e - t * m for t, e in wide_phases)
               for m in starts[1:] + wide_starts[1:])
only44, begin44 = lower_envelope(points44)

# Ideal-gas O2; zero of energy is the molecule in its vibrational ground state
BOND, QUANTUM, MASS = 0.121e-9, 0.196, 32 * sc.atomic_mass
ROT = sc.hbar**2 / (2 * (MASS / 4) * BOND**2) / sc.e


def gas_mu(T, p):
    """Chemical potential per O atom (eV); T in K, p in Pa."""
    kT = KB * T
    J = np.arange(1, 200, 2)
    q_rot = np.sum((2 * J + 1) * np.exp(-ROT * J * (J + 1) / kT))
    q_vib = 1 / (1 - np.exp(-QUANTUM / kT))
    wave = sc.h / np.sqrt(2 * np.pi * MASS * sc.k * T)
    return 0.5 * kT * np.log(p * wave**3 / (sc.k * T) / (3 * q_rot * q_vib))


def pressure(mu, T):
    """O2 pressure in Torr at which the gas has chemical potential mu."""
    return np.exp(2 * (float(mu) - gas_mu(T, sc.torr)) / (KB * T))


# Entropy of the gas near room temperature is roughly 200 J/(mol K)
entropy = -(gas_mu(299, 1e5) - gas_mu(297, 1e5)) * sc.e * sc.N_A
assert abs(entropy / 200 - 1) < 0.05
assert abs(gas_mu(600, pressure(-0.9, 600) * sc.torr) + 0.9) < 1e-10


def thermal(cell, mu, T):
    """Grand potential per site and mean coverage of the adsorbed layer."""
    sites, number, first, second, count = cell
    energy = -float(BIND) * number + float(V1) * first + float(V2) * second
    x = -(energy - mu * number) / (KB * T)
    total = logsumexp(x, b=count)
    cover = np.sum(count * np.exp(x - total) * number) / sites
    return -KB * T * total / sites, cover


def onset(cell, T):
    """mu at which the surface oxide equals the thermally disordered layer."""
    return brentq(lambda m: thermal(cell, m, T)[0]
                  - float(OXIDE[1]) + float(OXIDE[0]) * m, -1.2, -0.4)


mu_on = float(stable[-1][1])
T_USE = 600.0
for cell in (cell44, cell36):
    assert abs(onset(cell, 2.0) - mu_on) < 1e-4
    ground = min(float(e) - float(t) * mu_on for t, e in cell_points(cell))
    drop = ground - thermal(cell, mu_on, T_USE)[0]
    assert 0 <= drop <= KB * T_USE * np.log(2)
for (t, _), low, high in zip(phases[1:4], starts[1:4], starts[2:5]):
    cell = cell44 if t == F(1, 4) else cell36
    assert abs(thermal(cell, float(low + high) / 2, 2.0)[1] - float(t)) < 1e-6

# Three equal harmonic modes for each bound oxygen atom
MODE, kT = 0.050, KB * T_USE
free = 3 * (MODE / 2 + kT * np.log(1 - np.exp(-MODE / kT)))
levels = MODE * (np.arange(2000) + 0.5)
assert abs(free + 3 * kT * logsumexp(-levels / kT)) < 1e-10
vib_shift = free - QUANTUM / 4

print(f"binding {float(BIND):.2f}, repulsions {float(V1):.2f} and "
      f"{float(V2):.2f} eV")
print(f"surface oxide: theta {float(OXIDE[0]):.2f}, e {float(OXIDE[1]):.3f} "
      f"eV/site; bulk oxide H {float(H):.2f} eV/O")
print(f"occupations enumerated: {2**16} (4x4), {2**18} (3x6); "
      f"distinct points with oxide: {len(points)}")
print("ordered structures: theta, e (eV/site), energy above hull (eV/site)")
for t, e in short:
    above = e - hull_energy(t, phases, starts, H)
    print(f"  {str(t):>4s} {float(e):9.4f} {float(above):8.4f}")
print("algorithm trace: new theta | top theta, crossing mu (eV), action")
for t in [p[0] for p in short[1:]]:
    acts = [f"{u}: {float(m):.4f} {'remove' if r else 'keep'}"
            for new_t, u, m, r in trace if new_t == t]
    print(f"  {str(t):>4s} | " + "; ".join(acts))
print(f"transitions: mu (eV), O2 pressure at {T_USE:.0f} K (Torr)")
for (left, _), (right, s) in zip(stable[:-1], stable[1:]):
    print(f"  {left[0]} -> {right[0]}: {float(s):.4f}, "
          f"{pressure(s, T_USE):.2e}")
print(f"  bulk oxide limit: {float(H):.4f}, {pressure(H, T_USE):.2e}")
print("margins (meV/site): " + ", ".join(
    f"{t}: {1000 * float(m):.2f}" for t, m in margins.items()))
print(f"largest safe independent error: "
      f"{500 * float(margins[weakest]):.2f} meV/site")
print("4x4 cell and oxide only, theta from mu (eV): " + ", ".join(
    f"{p[0]} from {float(s):.4f}" for p, s in zip(only44[1:], begin44[1:])))
print(f"largest lowering of G by four more cell shapes: "
      f"{1000 * float(lowering):.3f} meV/site")
print(f"film offset c {float(film_c):.2f}, surface-oxide offset "
      f"{float(c_surface):.4f} eV/site")
print("film transition mu (eV) by largest theta: " + ", ".join(
    f"{t}: {m:.5f}" for t, m in film_starts.items()))
print(f"with c {float(wet_c):.2f} eV/site the theta=2 film enters at "
      f"{float(wet_start):.4f} eV")
print(f"O2 inputs: bond {BOND * 1e9:.3f} nm, quantum {QUANTUM:.3f} eV; "
      f"mu at {T_USE:.0f} K, 1 Torr: {gas_mu(T_USE, sc.torr):.4f} eV")
print(f"kT at {T_USE:.0f} K: {kT:.4f} eV; kT ln2: {kT * np.log(2):.4f} eV")
for T in (300.0, T_USE):
    a, b = onset(cell44, T), onset(cell36, T)
    print(f"oxide onset with layer disorder at {T:.0f} K: {a:.4f} (4x4), "
          f"{b:.4f} (3x6) eV; shifts {a - mu_on:+.4f}, {b - mu_on:+.4f} eV")
print(f"layer coverage at the zero-temperature onset, {T_USE:.0f} K: "
      f"{thermal(cell44, mu_on, T_USE)[1]:.3f} (4x4), "
      f"{thermal(cell36, mu_on, T_USE)[1]:.3f} (3x6)")
print(f"vibrations, three modes of {MODE:.3f} eV: shift of mu "
      f"{vib_shift:+.4f} eV, pressure factor {np.exp(2 * vib_shift / kT):.3f}")
print(f"pressure factor for a 0.1 eV error in mu at {T_USE:.0f} K: "
      f"{np.exp(0.2 / kT):.1f}")
print("all assertions hold")
```

Printed output:

```
binding 1.50, repulsions 0.20 and 0.03 eV
surface oxide: theta 1.25, e -1.325 eV/site; bulk oxide H -0.85 eV/O
occupations enumerated: 65536 (4x4), 262144 (3x6); distinct points with oxide: 843
ordered structures: theta, e (eV/site), energy above hull (eV/site)
     0    0.0000   0.0000
   1/4   -0.3750   0.0000
   1/3   -0.4700   0.0000
   1/2   -0.6350   0.0000
   2/3   -0.7400   0.0483
   3/4   -0.7800   0.0850
     1   -0.8100   0.2850
   5/4   -1.3250   0.0000
algorithm trace: new theta | top theta, crossing mu (eV), action
   1/4 | 0: -1.5000 keep
   1/3 | 1/4: -1.1400 keep
   1/2 | 1/3: -0.9900 keep
   2/3 | 1/2: -0.6300 keep
   3/4 | 2/3: -0.4800 keep
     1 | 3/4: -0.1200 keep
   5/4 | 1: -2.0600 remove; 3/4: -1.0900 remove; 2/3: -1.0029 remove; 1/2: -0.9200 keep
transitions: mu (eV), O2 pressure at 600 K (Torr)
  0 -> 1/4: -1.5000, 8.75e-13
  1/4 -> 1/3: -1.1400, 9.76e-07
  1/3 -> 1/2: -0.9900, 3.23e-04
  1/2 -> 5/4: -0.9200, 4.85e-03
  bulk oxide limit: -0.8500, 7.27e-02
margins (meV/site): 1/4: 22.50, 1/3: 8.33, 1/2: 9.55, 5/4: 52.50
largest safe independent error: 4.17 meV/site
4x4 cell and oxide only, theta from mu (eV): 1/4 from -1.5000, 3/8 from -1.0650, 1/2 from -1.0150, 5/4 from -0.9200
largest lowering of G by four more cell shapes: 0.000 meV/site
film offset c 0.05, surface-oxide offset -0.2625 eV/site
film transition mu (eV) by largest theta: 10: -0.81429, 100: -0.84684, 1000: -0.84969
with c -0.30 eV/site the theta=2 film enters at -0.9000 eV
O2 inputs: bond 0.121 nm, quantum 0.196 eV; mu at 600 K, 1 Torr: -0.7822 eV
kT at 600 K: 0.0517 eV; kT ln2: 0.0358 eV
oxide onset with layer disorder at 300 K: -0.9159 (4x4), -0.9184 (3x6) eV; shifts +0.0041, +0.0016 eV
oxide onset with layer disorder at 600 K: -0.9062 (4x4), -0.9093 (3x6) eV; shifts +0.0138, +0.0107 eV
layer coverage at the zero-temperature onset, 600 K: 0.455 (4x4), 0.449 (3x6)
vibrations, three modes of 0.050 eV: shift of mu -0.0482 eV, pressure factor 0.155
pressure factor for a 0.1 eV error in mu at 600 K: 47.9
all assertions hold
```
